\section*{Multiphonon Capture at High Temperature and the Marcus Barrier}

\section{The decision and the assumptions}

The energies of a defect relaxed before and after carrier capture give the energy $E$ released. One more calculation, of the final electronic state held at the initial structure, gives the relaxation energy $L$: it is the energy of that state above its own minimum. To obtain a capture rate, one must decide whether these two energies, $E$ and $L$, suffice or whether vibrational overlaps must be computed as well. The theorem below gives the rate from $E$, $L$ and one electronic coupling. The correction that follows it tells when the overlaps are needed.

A carrier at rest at the band edge is captured by an empty defect level. Let $Q_j$ be mass-weighted normal coordinates. The potential surfaces before and after capture are
\begin{equation}
U_i=E+\tfrac12\sum_j\omega_j^2Q_j^2,\qquad
U_f=\tfrac12\sum_j\omega_j^2(Q_j-d_j)^2 .
\end{equation}
Thus $E$ is the energy released between the two \emph{minima}, not the vertical gap at fixed nuclei. The relaxation energy is
\begin{equation}
L=\sum_jL_j,\qquad L_j=\tfrac12\omega_j^2d_j^2=S_j\hbar\omega_j ,
\end{equation}
which defines the Huang--Rhys factors $S_j$. The assumptions are:
\begin{enumerate}
\item The modes are harmonic, and capture shifts their minima without changing their frequencies.
\item The electronic coupling $V$ is independent of $Q_j$ (Condon approximation) and weak enough for Fermi's golden rule.
\item The phonons are in equilibrium at temperature $T$ before capture.
\item The modes form a band dense and broad enough that the time correlation function below, once decayed, does not revive appreciably.
\end{enumerate}

\paragraph{Theorem.} Let $\hbar\omega_j\to0$ at fixed $E$, $L_j$ and $T$. To leading order the capture rate is
\begin{equation}
W=\frac{2\pi}{\hbar}|V|^2G_M(E),\qquad
G_M(E)=\frac{1}{\sqrt{4\pi LkT}}\exp\!\left[-\frac{(E-L)^2}{4LkT}\right].
\label{main}
\end{equation}
The barrier $B=(E-L)^2/(4L)$ is the height of the lowest crossing of the surfaces above the minimum of $U_i$.

\section{Two lemmas}

\paragraph{Lemma 1 (thermal average).} For one mode let $q=e^{-\hbar\omega/kT}$, $\rho=(1-q)q^{a^\dagger a}$ and $\bar n=q/(1-q)$. Then
\begin{equation}
\left\langle e^{\alpha a^\dagger-\alpha^*a}\right\rangle
=\exp[-|\alpha|^2(\bar n+\tfrac12)] .
\end{equation}

\emph{Proof.} When $[A,B]$ is a number, $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. For $A=\alpha a^\dagger$ and $B=-\alpha^*a$ the commutator is $|\alpha|^2$, so the operator equals $e^{-|\alpha|^2/2}e^{\alpha a^\dagger}e^{-\alpha^*a}$. Define
\begin{equation}
F(\gamma)=\mathrm{Tr}(\rho e^{\alpha a^\dagger}e^{-\gamma a})
=\mathrm{Tr}(e^{-\gamma a}\rho e^{\alpha a^\dagger}),
\end{equation}
where the trace was permuted cyclically. Acting on a number state shows that $a\rho=q\rho a$, hence $e^{-\gamma a}\rho=\rho e^{-q\gamma a}$. Exchanging the two exponentials then costs a factor:
\begin{equation}
e^{-q\gamma a}e^{\alpha a^\dagger}
=e^{\alpha a^\dagger}e^{-q\gamma a}e^{-q\gamma\alpha}
\quad\Rightarrow\quad F(\gamma)=e^{-q\gamma\alpha}F(q\gamma).
\end{equation}
Repeating this gives $F(\gamma)=\exp[-\gamma\alpha(q+q^2+\cdots)]F(0)$. The series sums to $\bar n$. Also $F(0)=1$, because powers of $a^\dagger$ have no diagonal elements in the number basis. Setting $\gamma=\alpha^*$ completes the proof.

\paragraph{Lemma 2 (time integral).} Under assumptions 1--3 the golden rule gives $W=(2\pi/\hbar)|V|^2G(E)$, with
\begin{align}
G(E)&=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{iEt/\hbar-\Phi(t)},\label{time}\\
\Phi(t)&=\sum_jS_j[(2\bar n_j+1)(1-\cos\omega_jt)+i\sin\omega_jt].
\end{align}

\emph{Proof.} Let $|n\rangle$ be initial and $|\tilde m\rangle$ final vibrational states, with energies $\varepsilon_n$ and $\varepsilon_m$ above their own minima. The golden rule, averaged over initial and summed over final states, contains
\begin{equation}
G(E)=\sum_{n,m}p_n|\langle\tilde m|n\rangle|^2
\delta(E+\varepsilon_n-\varepsilon_m).
\label{sum}
\end{equation}
Insert $\delta(x)=(2\pi\hbar)^{-1}\int dt\,e^{ixt/\hbar}$. The sum becomes $\mathrm{Tr}(\rho e^{iHt/\hbar}e^{-iH_ft/\hbar})$, where $H$ and $H_f$ are the vibrational Hamiltonians without the constant $E$.

For one mode the translation by $d$ is $D=e^{-idP/\hbar}$. With $P=i\sqrt{\hbar\omega/2}\,(a^\dagger-a)$ this is $D=e^{g(a^\dagger-a)}$, where $g^2=\omega d^2/(2\hbar)=S$. Since $H_f=DHD^\dagger$ and $e^{iHt/\hbar}a^\dagger e^{-iHt/\hbar}=a^\dagger e^{i\omega t}$,
\begin{equation}
e^{iHt/\hbar}De^{-iHt/\hbar}D^\dagger=e^Xe^Y,
\end{equation}
with $X=g(a^\dagger e^{i\omega t}-ae^{-i\omega t})$ and $Y=-g(a^\dagger-a)$. Their commutator is
\begin{equation}
[X,Y]=-g^2(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t .
\end{equation}
Therefore $e^Xe^Y=e^{X+Y}e^{-iS\sin\omega t}$. The sum $X+Y$ has the form required by Lemma 1 with $\alpha=g(e^{i\omega t}-1)$ and $|\alpha|^2=2S(1-\cos\omega t)$. This yields the stated $\Phi$ for one mode. Independent modes multiply, so their exponents add.

\paragraph{Remark (phonon energy).} The function $e^{-\Phi(t)}$ is the average of $e^{-i\Delta t/\hbar}$, where $\Delta=\varepsilon_m-\varepsilon_n$ is the phonon energy gained in a sudden change of surface. Expanding $\Phi$ to order $t^2$ and using $2\bar n_j+1=\coth(\hbar\omega_j/2kT)$ gives
\begin{equation}
\langle\Delta\rangle=L,\qquad
\mathrm{var}\,\Delta=\sum_jL_j\hbar\omega_j
\coth\frac{\hbar\omega_j}{2kT}\longrightarrow2LkT .
\end{equation}
Energy conservation selects $\Delta=E$. Capture is activated when $E$ lies away from the mean $L$.

\section{Proof of the theorem}

Set $s=t/\hbar$ and $w_j=\hbar\omega_j$. For small $w_j$, $\coth(w_j/2kT)\to2kT/w_j$, so
\begin{align}
S_j\coth\frac{w_j}{2kT}(1-\cos w_js)
&\to\frac{L_j}{w_j}\frac{2kT}{w_j}\frac{w_j^2s^2}{2}=L_jkTs^2,\\
S_j\sin w_js&\to L_js .
\end{align}
Assumption 4 allows the integral to be restricted to the central peak, where these expansions apply. Completing the square then gives
\begin{align}
G(E)&\to\frac1{2\pi}\int_{-\infty}^{\infty}ds\,
e^{i(E-L)s-LkTs^2}\nonumber\\
&=\frac1{2\pi}\sqrt{\frac{\pi}{LkT}}
\exp\!\left[-\frac{(E-L)^2}{4LkT}\right]=G_M(E).
\end{align}

For the barrier, subtract the surfaces:
\begin{equation}
U_i-U_f=E-L+\sum_j\omega_j^2d_jQ_j .
\label{gap}
\end{equation}
Let $x_j=\omega_jQ_j$ and $c_j=\omega_jd_j$, so that $\sum_jc_j^2=2L$. A crossing requires $\sum_jc_jx_j=L-E$. By the Cauchy--Schwarz inequality,
\begin{equation}
\tfrac12\sum_jx_j^2\ge\frac{(L-E)^2}{2\sum_jc_j^2}
=\frac{(E-L)^2}{4L}.
\end{equation}
Equality holds for $Q_j=d_j(L-E)/(2L)$, which proves the last statement of the theorem.

There is also a classical reading. In equilibrium each $x_j$ is Gaussian with variance $kT$, so the gap in Eq.~(\ref{gap}) has mean $E-L$ and variance $2LkT$. Its probability density at zero is $G_M$. The nuclei bring the levels into resonance, and the electronic coupling then makes the transfer.

\section{Consequences and limits}

\paragraph{Regimes.} For $0<E<L$ the barrier falls as the released energy grows. At $E=L$ it vanishes and $G_M$ is largest. For $E>L$ it rises again, and a larger release makes capture slower. At $E=0$ it is $L/4$.

\paragraph{Activation energy.} Keep $V$, $E$ and $L$ fixed and put $\beta=1/kT$. Then $\ln W=\mathrm{const}+\tfrac12\ln\beta-B\beta$, and
\begin{equation}
-\frac{d\ln W}{d\beta}=B-\frac{kT}{2}.
\end{equation}
For a carrier at rest at the band edge, the activation energy read from an Arrhenius plot is therefore smaller than the barrier by $kT/2$.

\paragraph{Reverse process.} Since $(E+L)^2-(E-L)^2=4EL$, Eq.~(\ref{main}) obeys
\begin{equation}
G(-E)=e^{-E/kT}G(E).
\end{equation}
The full harmonic sum, Eq.~(\ref{sum}), has the same property. In $G(-E)$ the delta function sets $\varepsilon_n=\varepsilon_m+E$, hence $p_n=p_me^{-E/kT}$. Reflecting the coordinates shows that $|\langle\tilde m|n\rangle|^2=|\langle\tilde n|m\rangle|^2$, and exchanging the labels gives $G(E)$.

\paragraph{First quantum correction.} Let $M=\sum_jL_jw_j^2/L$. Then
\begin{equation}
\frac{G}{G_M}-1=\frac{M}{(kT)^2}\left[
\frac{(E^2-L^2)^2}{192L^3kT}-\frac{E^2}{16L^2}
+\frac1{48}+\frac{kT}{16L}\right]+O(w^4).
\label{corr}
\end{equation}

\emph{Proof.} Use $\coth(w/2kT)=2kT/w+w/(6kT)+\cdots$ and carry the cosine and sine one order further. The additional exponent in the time integral is
\begin{equation}
LM\left[-\frac{s^2}{12kT}+\frac{kTs^4}{12}+\frac{is^3}{6}\right].
\end{equation}
Under the integral, $is$ acts as $\partial_E$, so $s^2\to-\partial_E^2$, $s^4\to\partial_E^4$ and $is^3\to-\partial_E^3$. To first order in $M$,
\begin{equation}
G-G_M=LM\left[\frac{\partial_E^2}{12kT}
+\frac{kT\,\partial_E^4}{12}-\frac{\partial_E^3}{6}\right]G_M .
\end{equation}
With $u=E-L$ and $v=2LkT$, the derivatives divided by $G_M$ are
\begin{align}
\partial_E^2:&\quad u^2/v^2-1/v,\\
\partial_E^3:&\quad-u^3/v^3+3u/v^2,\\
\partial_E^4:&\quad u^4/v^4-6u^2/v^3+3/v^2 .
\end{align}
The terms with the highest inverse power of $kT$ combine to
\begin{equation}
LM\,\frac{u^2(4L^2+4Lu+u^2)}{192L^4(kT)^3}
=\frac{M(E^2-L^2)^2}{192L^3(kT)^3},
\end{equation}
because the bracket is $(u+2L)^2=(E+L)^2$. The others give
\begin{equation}
\frac{M}{(kT)^2}\left[-\frac1{24}-\frac{u^2+2Lu}{16L^2}
+\frac{kT}{16L}\right].
\end{equation}
Since $u^2+2Lu=E^2-L^2$, the constants add to $1/16-1/24=1/48$. The next terms are of order $w^4$, because $\Phi$ is even in $w_j$ at fixed $L_j$ and $s$.

The first term of Eq.~(\ref{corr}) is never negative. It grows as $T^{-3}$ and, for $E\gg L$, as $E^4$. Thus $\hbar\omega_j\ll kT$ is not sufficient by itself: the whole correction must be small.

\paragraph{The cold limit.} For one mode at $T=0$, $\bar n=0$ and $\Phi=S(1-e^{-i\omega t})$. Expanding $e^{-\Phi}$ in powers of $Se^{-i\omega t}$ and integrating over time gives
\begin{equation}
G(E)=\sum_{p=0}^{\infty}e^{-S}\frac{S^p}{p!}\,
\delta(E-p\hbar\omega).
\end{equation}
The weights no longer depend on temperature, whereas Eq.~(\ref{main}) would send the rate to zero for $E\ne L$. The comb also shows why assumption 4 is needed. For a single mode, $G_M$ can represent only the weight per phonon spacing.

\section{A trap with large relaxation}

Take $E=0.30$ eV, $L=0.80$ eV and $T=300$ K, so $kT=0.02585$ eV. The relaxation energy is spread evenly over modes from 5 to 15 meV. The barrier and density are
\begin{align}
B&=\frac{(0.30-0.80)^2}{4(0.80)}=0.0781\ \mathrm{eV},\qquad
\frac B{kT}=3.02,\\
G_M&=1.962\times0.0487=0.0955\ \mathrm{eV^{-1}} .
\end{align}

For a band state normalized in volume $\Omega$, $|V|^2$ varies as $1/\Omega$. Write $|V|^2=V_0^2\Omega_0/\Omega$, with $V_0=0.05$ eV and $\Omega_0=0.25\ \mathrm{nm^3}=2.5\times10^{-22}\ \mathrm{cm^3}$. The capture coefficient $C=\Omega W$ is then independent of $\Omega$:
\begin{align}
C&=\frac{2\pi}{\hbar}V_0^2\Omega_0G_M\nonumber\\
&=\frac{2\pi(0.05)^2(2.5\times10^{-22})(0.0955)}
{6.582\times10^{-16}}\ \mathrm{cm^3/s}
=5.7\times10^{-10}\ \mathrm{cm^3/s}.
\end{align}
For a carrier mass of 0.20 electron masses the mean thermal speed is $2.41\times10^7$ cm/s, and the cross-section is $C$ divided by it, $2.4\times10^{-17}\ \mathrm{cm^2}$. With $N_t=10^{15}\ \mathrm{cm^{-3}}$ empty traps the capture time is $1/(CN_t)=1.75\ \mu$s. This is not a recombination lifetime, since the carrier may be re-emitted before an opposite carrier arrives. At 340 K, with the other parameters fixed, $C$ rises by a factor 1.34.

\paragraph{Are two energies enough here?} The mode energy weighted by $L_j$ has the root mean square $\sqrt M=10.4$ meV, and Eq.~(\ref{corr}) predicts a correction of 2.157\% relative to $G_M$. Direct evaluation of Eq.~(\ref{time}) for the band gives 2.165\%. A separate test used one 10 meV mode with $S=80$ and overlaps from diagonalization. The overlap weight divided by the phonon spacing was $0.0974\ \mathrm{eV^{-1}}$, 2.0\% above $G_M$, where Eq.~(\ref{corr}) predicts 1.99\%.

To test the order of the remainder, the band energies were reduced to one half and then to one quarter. The largest remainder among releases of 0.1, 0.3, 0.8 and 1.2 eV fell by a factor 15.95, close to the 16 expected for a fourth-order term.

On cooling, the ratio of the harmonic quantum rate to Eq.~(\ref{main}) grows from 1.02 at 300 K to 1.17 at 150 K and 3.12 at 75 K. For these parameters the two energies suffice at room temperature, within the harmonic model, but not at 75 K. The activation energy at 300 K is 65.2 meV from $B-kT/2$ and 63.6 meV from the quantum band.

\paragraph{Effects outside the theorem.} A carrier with kinetic energy $\epsilon$ releases $E+\epsilon$. Because $E<L$, this moves capture towards resonance, and the thermal average multiplies the rate by 1.65. If the centre has charge $+1$ and the static dielectric constant is 25, the Coulomb enhancement of the electron density at the centre gives an estimated factor 3.15. Together they give 4.59, less than the product, because attraction favours slow carriers and energy release favours fast ones. With both included, the capture time found above shortens from 1.75 to 0.38 $\mu$s. Both factors depend on temperature, and together they lower the activation energy at 300 K from 65 to 54 meV.

The golden rule also neglects re-emission while the level lies inside the band. Its probability was estimated by dividing the decay rate of the level, integrated over band energies from zero to $kT$, by the root-mean-square speed of the gap. The result is about $1.6\times10^{-3}$. Following classical trajectories on the final surface, slow passages and levels still moving further into the band at capture raise the probability to about 0.5\% for capture at $\epsilon=kT$. Averaging over the captured carriers, whose mean energy is near $2kT$, gives about 0.8\%. The Coulomb enhancement, which also speeds re-emission, raises it to about 1.6\%, still small enough for the weak-coupling assumption.

\paragraph{The real case.} The parameters are round values chosen to illustrate a trap with large relaxation in a soft lattice, the kind of problem posed by iodine interstitials in lead-iodide perovskite solar cells. They are not a calculation of one defect. The coupling is especially uncertain, and doubling $V_0$ multiplies the golden-rule value of $C$ by four. Soft, anharmonic lattices break assumption 1. As a measure, consider a single classical coordinate whose final frequency is 10\% lower, with $E$, the displacement and the initial frequency fixed. The barrier drops from 0.078 to 0.054 eV and the rate rises by a factor 2.9. The softening also changes $L$: measured on the softer final surface, as described at the start, it is 0.65 instead of 0.80 eV. With this measured value Eq.~(\ref{main}) raises the rate by a factor 3.7 instead of 2.9, which is 28\% too high. The remaining error is still far more than the 2\% quantum correction at 300 K. For a capture step like this one at room temperature, with $E<L$ and only soft modes coupled (a release well above $L$, or stiff modes, would enlarge the correction in Eq.~(\ref{corr})), computing the shape of both surfaces deserves priority over refining the overlaps of equal-frequency oscillators. On cooling the overlaps matter as well, as the ratios above show. Stronger anharmonicity may move the rate further and is not sized here. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
energy release E: 0.30 eV
relaxation energy L: 0.80 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
coupling V0: 0.050 eV
coupling volume Omega0: 0.25 nm^3
carrier mass: 0.20 electron masses
static dielectric constant: 25
trap density: 1.0e+15 cm^-3
mode band: 5 to 15 meV
rms mode energy, weighted by L: 10.41 meV
single test mode: 10 meV
Huang-Rhys factor of single mode: 80
phonons released, single mode: 30
mean phonon energy gain, overlaps: 0.80000 eV
standard deviation of gain, overlaps: 0.20464 eV
classical deviation sqrt(2LkT): 0.20338 eV
capture barrier: 0.07812 eV
barrier/kT: 3.0220
Boltzmann factor of barrier: 0.04870
factor 1/sqrt(4 pi L kT): 1.9616 1/eV
G, Marcus formula: 0.095535 1/eV
G, single-mode overlaps: 0.097445 1/eV
G, band time integral: 0.097603 1/eV
predicted correction, single mode: 1.991 %
predicted correction, band: 2.157 %
actual correction, band: 2.165 %
remainder ratio on halving mode energies: 15.95
reverse/forward G, band: 9.1248e-06
exp(-E/kT): 9.1248e-06
activation energy, barrier - kT/2: 0.06520 eV
activation energy, quantum band: 0.06361 eV
capture coefficient at 300 K: 5.700e-10 cm^3/s
mean thermal speed: 2.406e+07 cm/s
capture cross-section: 2.369e-17 cm^2
capture time: 1.754 us
capture coefficient at 340 K: 7.640e-10 cm^3/s
ratio of coefficients 340 K/300 K: 1.340
quantum/Marcus ratio at 300 K: 1.0216
quantum/Marcus ratio at 150 K: 1.1715
quantum/Marcus ratio at 75 K: 3.1229
factor from carrier kinetic energy: 1.654
factor from attraction to charge +1: 3.154
factor from both together: 4.594
barrier with 10% softer final mode: 0.05431 eV
rate factor, 10% softer final mode: 2.923
estimated re-emission probability: 1.57e-03
\end{verbatim}
